\section*{The Cotton–Mouton constant of a gas and its electron-spin contribution, part 1}

(Sections cited here and not found follow in the second part.)

\section{The gas without electron spin}

A dilute gas in thermal equilibrium at temperature $T$ has $N$ molecules per unit volume. A uniform static magnetic field $\mathbf B$ points along $z$, and light of vacuum wavelength $\lambda$ travels along $y$. The field makes the gas birefringent: light polarized along $z$ has the refractive index $n_\parallel$, and light polarized along $x$ has the index $n_\perp$. The Cotton--Mouton constant $C$ is defined by
\begin{equation}
\Delta n=n_\parallel-n_\perp=C\lambda B^2 .
\label{defC}
\end{equation}
The task is to find $C$ from molecular properties, first for molecules without electron spin and then for molecules with spin 1.

SI units are used throughout. Repeated tensor indices are summed, except that $x$ and $z$ name fixed laboratory directions. A molecule without spin is described by two properties. Its energy in the static field is
\begin{equation}
U=-\tfrac12\chi_{ij}B_iB_j ,
\label{U}
\end{equation}
where $\chi_{ij}$ is the magnetizability, in $\mathrm{J\,T^{-2}}$. Its polarizability at the optical frequency is
\begin{equation}
a_{ij}=\alpha_{ij}+\tfrac12\eta_{ijkl}B_kB_l ,
\label{a}
\end{equation}
where $\alpha_{ij}$ belongs to the field-free molecule and $\eta_{ijkl}$ describes the distortion of the electron cloud by the field. The tensors $\alpha_{ij}$ and $\chi_{ij}$ are real and symmetric, and $\eta_{ijkl}$ is symmetric in $ij$ and in $kl$. The light is far from any resonance. The small magnetic moment produced by the rotation of the molecule is left out, and so are collisions.

\subsection*{(a) From polarizability to birefringence}

\emph{Question.} Express $\Delta n$ through thermal averages of $a_{ij}$ for a gas with $n-1\ll1$. How large is the error made by ignoring the local field?

\emph{Solution.} In a dilute gas each molecule feels the electric field $\mathbf E$ of the light wave. For polarization along $z$ the dipole moment per unit volume is $N\langle a_{zz}\rangle E$, so the electric displacement is $\varepsilon_0E+N\langle a_{zz}\rangle E$. Setting this equal to $\varepsilon_0n_\parallel^2E$, and doing the same for $x$, gives
\begin{equation}
n_\parallel^2=1+\frac{N\langle a_{zz}\rangle}{\varepsilon_0},\qquad
n_\perp^2=1+\frac{N\langle a_{xx}\rangle}{\varepsilon_0}.
\end{equation}
The difference of the squares is $(n_\parallel-n_\perp)(n_\parallel+n_\perp)$. The second factor is 2 up to a relative error of order $n-1$. Hence
\begin{equation}
\Delta n=\frac{N}{2\varepsilon_0}\,\langle a_{zz}-a_{xx}\rangle .
\label{dn}
\end{equation}

The local field can be estimated with the Lorentz--Lorenz relation, which holds for isotropic surroundings. With $y=Na/(3\varepsilon_0)$ it reads
\begin{equation}
\frac{n^2-1}{n^2+2}=y
\quad\Longrightarrow\quad
n^2=\frac{1+2y}{1-y},\qquad
\frac{d(n^2)}{dy}=\frac{3}{(1-y)^2}.
\end{equation}
Since $dn=d(n^2)/(2n)$ and $n\simeq1+\tfrac32y$, a small change of $a$ changes $n$ by
\begin{equation}
dn=\frac{3\,dy}{2}\,\frac{1}{n(1-y)^2}
\simeq\frac{N\,da}{2\varepsilon_0}\left(1+2y-\tfrac32y\right)
=\frac{N\,da}{2\varepsilon_0}\left(1+\frac{n-1}{3}\right).
\end{equation}
The local field alone supplies the factor $1/(1-y)^2\simeq1+\tfrac43(n-1)$. The factor $1/n\simeq1-(n-1)$ corrects the replacement of $n_\parallel+n_\perp$ by 2, and the two together give $1+(n-1)/3$. Each correction is of relative order $n-1$, which is $2.7\times10^{-4}$ for the model gas of part (j).

A magnetic field also adds an antisymmetric part to the optical response, which causes the Faraday effect. Here it joins $x$ and $y$. Write the relative permittivity elements as $\epsilon_{xx}=\epsilon_{yy}=\epsilon$ and $\epsilon_{xy}=-\epsilon_{yx}=i\gamma$. A wave along $y$ has no displacement along $y$, so $-i\gamma E_x+\epsilon E_y=0$ and $E_y=i\gamma E_x/\epsilon$. The displacement along $x$ then gives $n_\perp^2=\epsilon-\gamma^2/\epsilon$. Because $\gamma$ is proportional to $N$, this change is quadratic in the density, and it drops out of the dilute limit treated here.

\subsection*{(b) Distortion of the electron cloud}

\emph{Question.} Find the contribution of $\eta_{ijkl}$ to $\langle a_{zz}-a_{xx}\rangle$ to order $B^2$.

\emph{Solution.} The distortion term already contains $B^2$, so its average may be taken over freely rotating molecules, with all orientations equally likely. Let $\langle\cdots\rangle_0$ denote this average. For two fixed laboratory vectors $\mathbf u$ and $\mathbf v$, form
\begin{equation}
F(\mathbf u,\mathbf v)=\langle\eta_{ijkl}\rangle_0\,u_iu_jv_kv_l .
\end{equation}
The average has no preferred direction, so $F$ can depend on the vectors through $u^2$, $v^2$ and $\mathbf u\cdot\mathbf v$ alone. It is also quadratic in each vector. Therefore
\begin{equation}
F=p\,u^2v^2+2r\,(\mathbf u\cdot\mathbf v)^2
\end{equation}
with two constants $p$ and $r$. Restoring the symmetry in each index pair gives the tensor itself,
\begin{equation}
\langle\eta_{ijkl}\rangle_0=p\,\delta_{ij}\delta_{kl}
+r\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right).
\label{iso}
\end{equation}

The constants follow from two contractions. A full contraction is a scalar, so it has the same value for every orientation and can be evaluated in the molecular frame. From \eqref{iso},
\begin{align}
\eta_{iijj}&=9p+r(3+3)=9p+6r,\\
\eta_{ijij}&=3p+r(9+3)=3p+12r .
\end{align}
Three times the second line minus the first removes $p$:
\begin{equation}
3\eta_{ijij}-\eta_{iijj}=30r .
\end{equation}
The combination needed is
\begin{equation}
\langle\eta_{zzzz}-\eta_{xxzz}\rangle_0=(p+2r)-p=2r
=\frac15\left(\eta_{ijij}-\frac13\eta_{iijj}\right)\equiv\Delta\eta .
\label{deta}
\end{equation}
By \eqref{a} its contribution to $\langle a_{zz}-a_{xx}\rangle$ is $\tfrac12B^2\Delta\eta$. In this model it has no dependence on temperature. It is present even for a spherical atom, which has no axis to turn.

\subsection*{(c) Orientation by the field}

\emph{Question.} The energy \eqref{U} makes some orientations more likely than others. Treat the rotation classically and find the resulting part of $\langle a_{zz}-a_{xx}\rangle$ to order $B^2$. Assemble $\Delta n$.

\emph{Solution.} In classical statistics the integral over the angular momenta of a rigid body leaves a uniform weight over all rotations, multiplied by the Boltzmann factor of the orientational energy. With the field along $z$ this factor is
\begin{equation}
e^{-U/kT}=1+\frac{B^2\chi_{zz}}{2kT}+O(B^4),
\end{equation}
where $\chi_{zz}$ is the laboratory component and depends on the orientation. The thermal average of the field-free polarizability difference is
\begin{equation}
\langle\alpha_{zz}-\alpha_{xx}\rangle=
\frac{\langle(\alpha_{zz}-\alpha_{xx})(1+B^2\chi_{zz}/2kT)\rangle_0}
{1+B^2\langle\chi_{zz}\rangle_0/2kT}.
\end{equation}
Without the field the directions $x$ and $z$ are equivalent, so $\langle\alpha_{zz}-\alpha_{xx}\rangle_0=0$. The numerator is therefore of order $B^2$, and the correction in the denominator would enter at order $B^4$. What remains is
\begin{equation}
\langle\alpha_{zz}-\alpha_{xx}\rangle=\frac{B^2}{2kT}
\langle\alpha_{zz}\chi_{zz}-\alpha_{xx}\chi_{zz}\rangle_0 .
\end{equation}
The product $\alpha_{ij}\chi_{kl}$ has the index symmetries used in part (b). Result \eqref{deta} applies with $\eta_{ijkl}$ replaced by $\alpha_{ij}\chi_{kl}$:
\begin{equation}
\langle\alpha_{zz}-\alpha_{xx}\rangle=\frac{B^2}{2kT}\,
\frac15\left(\alpha_{ij}\chi_{ij}-\frac13\alpha_{ii}\chi_{jj}\right).
\label{orient}
\end{equation}
Adding $\tfrac12B^2\Delta\eta$ and inserting the sum in \eqref{dn} gives
\begin{equation}
\frac{\Delta n}{B^2}=\frac{N}{4\varepsilon_0}\left[\Delta\eta+
\frac{1}{5kT}\left(\alpha_{ij}\chi_{ij}-\frac13\alpha_{ii}\chi_{jj}\right)\right].
\label{general}
\end{equation}
The factor $1/4$ is the $1/2$ of \eqref{dn} times the $1/2$ common to \eqref{U} and \eqref{a}. The sum of the two terms was tested by averaging tensors without any special symmetry over a grid of rotations.

The bracket with $\alpha$ and $\chi$ vanishes if either tensor is isotropic. An isotropic $\chi$ gives no torque, and an isotropic $\alpha$ makes the orientation invisible to the light.

\subsection*{(d) Molecules with an axis}

\emph{Question.} Specialize \eqref{general} to a linear molecule with axis $\mathbf n$. Find the mean of $P_2(\cos\theta)=(3\cos^2\theta-1)/2$, where $\theta$ is the angle between axis and field. Give $C$ and discuss its sign and temperature dependence.

\emph{Solution.} Let $\Delta\alpha=\alpha_\parallel-\alpha_\perp$ and $\Delta\chi=\chi_\parallel-\chi_\perp$, where parallel and perpendicular now refer to the molecular axis. Then
\begin{equation}
\alpha_{ij}=\alpha_\perp\delta_{ij}+\Delta\alpha\,n_in_j,\qquad
\chi_{ij}=\chi_\perp\delta_{ij}+\Delta\chi\,n_in_j .
\end{equation}
Because $n_in_i=1$, the two contractions are
\begin{align}
\alpha_{ij}\chi_{ij}&=3\alpha_\perp\chi_\perp+\alpha_\perp\Delta\chi
+\chi_\perp\Delta\alpha+\Delta\alpha\Delta\chi,\\
\tfrac13\alpha_{ii}\chi_{jj}&=\tfrac13(3\alpha_\perp+\Delta\alpha)(3\chi_\perp+\Delta\chi)\nonumber\\
&=3\alpha_\perp\chi_\perp+\alpha_\perp\Delta\chi+\chi_\perp\Delta\alpha
+\tfrac13\Delta\alpha\Delta\chi .
\end{align}
Their difference is $\tfrac23\Delta\alpha\Delta\chi$, so that
\begin{equation}
C=\frac{N}{4\varepsilon_0\lambda}\left[\Delta\eta+\frac{2\Delta\alpha\Delta\chi}{15kT}\right].
\label{axial}
\end{equation}

The same result can be read as an orientation. For one molecule $\alpha_{zz}-\alpha_{xx}=\Delta\alpha(n_z^2-n_x^2)$. The thermal distribution is symmetric about the field, so $n_x^2$ may be replaced by its azimuthal mean $(1-n_z^2)/2$:
\begin{equation}
\langle\alpha_{zz}-\alpha_{xx}\rangle=\Delta\alpha
\left\langle n_z^2-\tfrac12(1-n_z^2)\right\rangle=\Delta\alpha\langle P_2\rangle .
\end{equation}
Comparison with \eqref{orient}, whose right side is now $(B^2/2kT)(2\Delta\alpha\Delta\chi/15)$, gives
\begin{equation}
\langle P_2\rangle=\frac{B^2\Delta\chi}{15kT}.
\label{P2}
\end{equation}

If $\Delta\chi<0$, the energy \eqref{U} is lowest with the axis perpendicular to the field, and $\langle P_2\rangle$ is negative. With $\Delta\alpha>0$ the orientation term in $C$ is then negative as well. At fixed density it falls as $1/T$. At fixed pressure $N=p/kT$ supplies another factor $1/T$. Equation \eqref{P2} requires $B^2|\Delta\chi|\ll kT$.

\subsection*{(e) Quantum rotation}

\emph{Question.} The rotational levels of a linear molecule are $B_{\rm rot}L(L+1)$, with $B_{\rm rot}=\hbar^2/2I$ and moment of inertia $I$. Find the first quantum correction to \eqref{P2} for $B_{\rm rot}\ll kT$.

\emph{Solution.} Since $\cos^2\theta=(1+2P_2)/3$, the orientational energy is a constant plus
\begin{equation}
V=-\kappa P_2,\qquad \kappa=\tfrac13B^2\Delta\chi .
\label{kappa}
\end{equation}
Let $H$ be the rotational Hamiltonian, $\beta=1/kT$ and $Z$ the field-free partition function. To first order in $V$,
\begin{equation}
e^{-\beta(H+V)}=e^{-\beta H}-\int_0^\beta d\tau\,e^{-(\beta-\tau)H}Ve^{-\tau H}.
\label{dyson}
\end{equation}
The free average of $P_2$ vanishes by rotational symmetry, so $Z$ needs no correction at this order. With rotational eigenstates $m,n$ of energies $E_m,E_n$,
\begin{equation}
\langle P_2\rangle=\frac{\kappa}{Z}\sum_{mn}|(P_2)_{mn}|^2
\int_0^\beta d\tau\,e^{-(\beta-\tau)E_m-\tau E_n}.
\end{equation}
Put $\bar E=(E_m+E_n)/2$ and $w=\beta(E_m-E_n)$. The integral equals $\beta e^{-\beta\bar E}\sinh(w/2)/(w/2)$. The free mean square of $P_2$ can be written with the same weights, after symmetrizing in $m$ and $n$:
\begin{equation}
\langle P_2^2\rangle_0=\frac1Z\sum_{mn}|(P_2)_{mn}|^2e^{-\beta\bar E}\cosh(w/2)=\frac15 .
\end{equation}
The value $1/5$ is the mean of $P_2^2$ over the sphere. For small $w$, $\sinh(w/2)/(w/2)\simeq1+w^2/24$ and $\cosh(w/2)\simeq1+w^2/8$. Dividing the two sums gives
\begin{equation}
\langle P_2\rangle\simeq\frac{\beta\kappa}{5}\left(1-\frac{\overline{w^2}}{12}\right),
\label{w}
\end{equation}
where the bar is the mean with weights $|(P_2)_{mn}|^2e^{-\beta\bar E}$. The first factor is $B^2\Delta\chi/(15kT)$, the classical result.

The matrix elements of the time derivative obey $\hbar^2|(\dot P_2)_{mn}|^2=(E_m-E_n)^2|(P_2)_{mn}|^2$. At leading order $\overline{w^2}=\beta^2\hbar^2\langle\dot P_2^2\rangle/\langle P_2^2\rangle$ may be evaluated classically. The velocity of $\mathbf n$ on the unit sphere has mean square $kT/I$ in each of its two directions, so $\langle\dot P_2^2\rangle=(kT/I)\langle|\nabla P_2|^2\rangle$. Integration by parts on the sphere, with $\nabla^2P_2=-6P_2$, gives $\langle|\nabla P_2|^2\rangle=6\langle P_2^2\rangle$. With $\hbar^2/I=2B_{\rm rot}$,
\begin{equation}
\overline{w^2}=\beta^2\cdot2B_{\rm rot}kT\cdot6=\frac{12B_{\rm rot}}{kT},
\qquad
\langle P_2\rangle\simeq\frac{B^2\Delta\chi}{15kT}\left(1-\frac{B_{\rm rot}}{kT}\right).
\label{quantum}
\end{equation}
Quantum rotation slightly weakens the orientation. Since $P_2$ joins levels whose $L$ has the same parity, the argument also holds at high temperature when nuclear symmetry permits odd $L$ alone.

\section{The contribution of electron spin}

The field $\mathbf B$ is along $z$, and $\mathbf n$ is the molecular axis, at angle $\theta$ to it. The number density is $N$, and $\Delta\alpha$ and $\Delta\chi$ are the anisotropies, parallel minus perpendicular to $\mathbf n$, of the optical polarizability and the magnetizability. The distortion coefficient is $\Delta\eta$. The first half gave
\begin{equation}
\frac{\Delta n}{B^2}=C\lambda=\frac{N}{4\varepsilon_0}
\left[\Delta\eta+\frac{2\Delta\alpha\Delta\chi}{15kT}\right],\qquad
\langle P_2\rangle=\frac{B^2\Delta\chi}{15kT}.
\label{recap}
\end{equation}
An orientational energy $-\kappa P_2$ corresponds to $\Delta\chi=3\kappa/B^2$, and the first effect of quantum rotation is a factor $1-B_{\rm rot}/kT$ in $\langle P_2\rangle$.

Oxygen has a triplet $\Sigma$ ground state: its electron spin is 1, and it has no orbital angular momentum about the axis. A molecule of this kind is described by the spin Hamiltonian
\begin{equation}
H_S=D\left[(\mathbf n\cdot\mathbf S)^2-\tfrac23\right]
+\mu_B\left[g_\perp\mathbf B\cdot\mathbf S
+(g_\parallel-g_\perp)(\mathbf B\cdot\mathbf n)(\mathbf n\cdot\mathbf S)\right],
\label{HS}
\end{equation}
with dimensionless spin operators, Bohr magneton $\mu_B$, zero-field splitting $D$, and $g$ factors for fields along and across the axis. The spin-free part of the magnetizability anisotropy is now called $\Delta\chi_d$. Coupling of the spin to the rotational angular momentum is left out. So is any direct dependence of the optical polarizability on the spin state. The latter would add a further term in $B^2$, whose size is not estimated here. The response of the spin to the magnetic field of the light is also left out, since part (a) sets the optical permeability to 1. Let $\chi_0=2\mu_0Ng^2\mu_B^2/(3kT)$ be the static volume susceptibility and $\omega_0=g\mu_BB/\hbar$. Across the field the susceptibility at the optical frequency is $\chi_0\omega_0^2/(\omega_0^2-\omega^2)\simeq-\chi_0(\omega_0/\omega)^2$. Light polarized along $z$ has its magnetic field along $x$, so this adds $-\tfrac12\chi_0(\omega_0/\omega)^2$ to $\Delta n$. The term is linear in $N$, quadratic in $B$, and grows as $\lambda^2$.

For molecules without electron spin, the birefringence has been found from the distortion of the electron cloud and the orientation by the field, together with the first quantum correction to the orientation of a linear molecule. It remains to find how a spin of 1, described by \eqref{HS}, changes that orientation, and to evaluate the effect for a model gas.
